\section*{Leading relativistic correction to the helium ground-state energy, part 2}

We seek the first-order relativistic correction $\Delta E=\alpha^2E_2$, $E_2=\langle H_2\rangle$, for the helium $1\,^1S$ state: point nucleus of infinite mass, $Z=2$, Hartree atomic units. In $E_2=Z^4(e_0+e_1/Z+\dots)$, $e_0$ belongs to two independent hydrogenic electrons. With $\mathbf r=\mathbf r_1-\mathbf r_2$, $r=|\mathbf r|$,
\begin{equation*}
H_0=\tfrac12(p_1^2+p_2^2)+V,\qquad V=-\frac{Z}{r_1}-\frac{Z}{r_2}+\frac1r,\qquad H_0\psi=E\psi .
\end{equation*}
$\alpha^2H_2$ is the Breit--Pauli operator. Its parts $H_{\rm so}$ (linear in a spin) and $H_{\rm dip}$ (traceless spin--spin) vanish for singlets, leaving
\begin{equation}
E_2=-\tfrac18\langle p_1^4+p_2^4\rangle+Z\pi\langle\delta(\mathbf r_1)\rangle+\pi\langle\delta(\mathbf r)\rangle+E_{oo}.
\label{E2}
\end{equation}
Here $\langle p_1^4\rangle=\int(\nabla_1^2\psi)^2$; $\pi\langle\delta(\mathbf r)\rangle$ combines two-electron Darwin ($-\pi$) and spin--spin contact ($+2\pi$). The orbit--orbit energy $E_{oo}$ vanishes for a product $\phi(\mathbf r_1)\phi(\mathbf r_2)$ of a real orbital.

The basis functions are $f=e^{-ar_1-br_2-cr}$, symmetrized, with exponents $a_k,b_k,c_k$; $g$ has primed exponents, and $A=a+a'$, $B=b+b'$, $C=c+c'$. Also $\Delta=\nabla_1^2+\nabla_2^2$, $G(f,g)=\nabla_1f\!\cdot\!\nabla_1g+\nabla_2f\!\cdot\!\nabla_2g$, $R=(H_0-E)\psi$, and
\begin{equation*}
u=r_1+r_2-r,\qquad v=r_1+r-r_2,\qquad w=r_2+r-r_1 .
\end{equation*}

Direct delta values use
\begin{equation}
\langle f|\delta(\mathbf r_1)|g\rangle=\frac{8\pi}{(B+C)^3},\qquad\langle f|\delta(\mathbf r)|g\rangle=\frac{8\pi}{(A+B)^3}.
\label{direct}
\end{equation}
Singular integrals:
\begin{equation}
\int\frac{e^{-Ar_1-Br_2-Cr}}{r_1r_2r^2}=\frac{16\pi^2}{A^2-B^2}\,\ln\frac{A+C}{B+C},
\label{log}
\end{equation}
and, with $v=st$, $w=s(1-t)$, $\kappa=(A+B)/2$, $D(t)=\tfrac12[t(A+C)+(1-t)(B+C)]$ and polynomial $s\,r_1r_2rF=\sum_{ij}P_{ij}(t)u^is^j$,
\begin{equation}
\int F\,e^{-Ar_1-Br_2-Cr}=2\pi^2\sum_{ij}\frac{i!\,j!}{\kappa^{i+1}}\int_0^1\frac{P_{ij}(t)}{D(t)^{j+1}}\,dt .
\label{stable}
\end{equation}
Identities for any pair:
\begin{align}
4\pi\langle f|\delta(\mathbf r_1)|g\rangle&=-\int\frac{f\Delta g+g\Delta f+2G}{r_1},\label{id1}\\
8\pi\langle f|\delta(\mathbf r)|g\rangle&=-\int\frac{f\Delta g+g\Delta f+2G}{r}.\label{id2}
\end{align}
Regularized (reg) forms drop $R$:
\begin{align}
4\pi\langle\delta(\mathbf r_1)\rangle_{\rm reg}&=4\langle(E-V)/r_1\rangle-2\langle G/r_1\rangle,\label{reg1}\\
8\pi\langle\delta(\mathbf r)\rangle_{\rm reg}&=4\langle(E-V)/r\rangle-2\langle G/r\rangle,\label{reg2}
\end{align}
\begin{align}
\langle p_1^4+p_2^4\rangle&=\langle p_1^4+p_2^4\rangle_{\rm reg}+8\langle(E-V)\psi|R\rangle+4\|R\|^2,\label{p4diff}\\
\langle p_1^4+p_2^4\rangle_{\rm reg}&=4\,(E^2-2E\langle V\rangle+\langle V^2\rangle)-2L_{12},\qquad L_{12}=\int\nabla_1^2\psi\,\nabla_2^2\psi .\label{p4reg}
\end{align}

\subsection{Exact limits}

For $\phi\propto e^{-\zeta r_1}$, $\langle r_1^{-1}\rangle=\zeta$, $\langle r_1^{-2}\rangle=2\zeta^2$ and $\nabla^2\phi=(\zeta^2-2\zeta/r_1)\phi$, so $\langle p_1^4\rangle=\zeta^4-4\zeta^4+8\zeta^4=5\zeta^4$. For the product of two such functions $A=B=2\zeta$, $C=0$, the norm is $(\pi/\zeta^3)^2$, and \eqref{direct} gives $\langle\delta(\mathbf r_1)\rangle=\zeta^3/\pi$ and $\langle\delta(\mathbf r)\rangle=\zeta^3/(8\pi)$. With $E_{oo}=0$,
\begin{equation}
E_2(\zeta)=-\tfrac54\zeta^4+Z\zeta^3+\tfrac18\zeta^3 .
\label{zeta}
\end{equation}
For one electron with $\zeta=Z$ the sum is $-\tfrac58Z^4+\tfrac12Z^4=-Z^4/8$, which is the $\alpha^2$ term of the Dirac $1s$ energy $\alpha^{-2}(\sqrt{1-Z^2\alpha^2}-1)=-Z^2/2-\alpha^2Z^4/8-\dots$. Thus $e_0=-\tfrac14$.

If the repulsion is removed from $V$, the product with $\zeta=Z$ is exact, $E=-Z^2$, $G=2Z^2\psi^2$, and the regularized forms must be exact. In \eqref{reg1}, $4[-Z^3+Z(2Z^2+Z^2)]-4Z^3=4Z^3$, so $\langle\delta(\mathbf r_1)\rangle=Z^3/\pi$. For \eqref{reg2}, the average of $1/r$ over electron 2 is $U=1/r_1-e^{-2Zr_1}(Z+1/r_1)$; with the radial weight $4Z^3r_1^2e^{-2Zr_1}$, $\langle U\rangle=(1-\tfrac18-\tfrac14)Z=\tfrac58Z$ and $\langle U/r_1\rangle=(2-\tfrac14-1)Z^2=\tfrac34Z^2$. Then $4(-\tfrac58+2\cdot\tfrac34)Z^3-4\cdot\tfrac58Z^3=Z^3$, so $\langle\delta(\mathbf r)\rangle=Z^3/(8\pi)$. In \eqref{p4reg}, $\langle V\rangle=-2Z^2$, $\langle V^2\rangle=Z^2(2Z^2+2Z^2+2Z^2)$ and $L_{12}=\langle p^2\rangle^2=Z^4$, so $4(1-4+6)Z^4-2Z^4=10Z^4$. The numerical integrals reproduce all three.

\subsection{Numerical method}

The exponents are chosen inputs: for $k=1,\dots,N$ each of $a_k,b_k,c_k$ is placed in its interval at the fractional part of $\tfrac12k(k+1)\sqrt p$, with a different prime $p$ for each. Basis A uses $p=2,3,5$ and the intervals $[1.4,4.1]$, $[1.3,3.5]$, $[-0.25,1.1]$ bohr$^{-1}$, except that every third function uses $[1.5,8]$, $[1.5,8]$, $[0,3.5]$. Basis B uses $p=7,11,13$ with $[1.2,3.8]$, $[1.2,3.0]$, $[-0.15,1.3]$ and $[2,7]$, $[1,6]$, $[0.1,3]$. Such bases are nearly linearly dependent. The overlap matrix of the normalized functions is diagonalized, eigenvectors with eigenvalue below $10^{-12}$ are discarded, and $H_0$ is diagonalized in the remaining orthonormal space.

The derivative formulas were verified by symbolic differentiation in Cartesian coordinates, \eqref{stable} against \eqref{log} and its derivative in extended precision, and \eqref{id1}, summed over the two electrons, and \eqref{id2} for every pair of functions. As an independent evaluation, $\psi$, its gradient vectors and its Laplacians were computed on a three-dimensional grid. With $\rho=u+v+w$, $du\,dv\,dw=\rho^2d\rho\,d\sigma$, where $d\sigma$ is the area element of the triangle of barycentric coordinates $(u,v,w)/\rho$. The distances $r_1$, $r_2$, $r$ vanish at its three vertices. The triangle is cut into six parts, each spanned by a vertex $P_0$, an edge midpoint $P_1$ and the centroid $P_2$, and each is mapped on the unit square by $P_0+\xi[(P_1-P_0)+\eta(P_2-P_1)]$. The Jacobian is proportional to $\xi$ and cancels the factor $1/\xi$ that comes from the inverse of the distance vanishing at $P_0$, so Gauss--Legendre rules in $\xi$, $\eta$ and, panel by panel, $\rho$ see a smooth integrand. This gives the direct $\langle p_1^4+p_2^4\rangle$ and $\|R\|^2=\|H_0\psi\|^2-E^2$, and repeats $E$, $\langle V^2\rangle$, $L_{12}$ and $E_{oo}$.

\subsection{Results}

Basis A gives, in atomic units,
\begin{center}
\begin{tabular}{lccc}
$N$ (kept) & 40 (40) & 80 (70) & 160 (101)\\
$-E$ & 2.9037053723 & 2.9037232123 & 2.9037243583\\
$\|R\|^2$ & $7.772\times10^{-4}$ & $7.02\times10^{-5}$ & $2.12\times10^{-6}$\\
$\langle\delta(\mathbf r_1)\rangle$ direct & 1.8118624 & 1.8104811 & 1.8104393\\
$\langle\delta(\mathbf r_1)\rangle$ reg. & 1.8107141 & 1.8104449 & 1.8104298\\
$\langle\delta(\mathbf r)\rangle$ direct & 0.1062466 & 0.1062732 & 0.1063376\\
$\langle\delta(\mathbf r)\rangle$ reg. & 0.1063584 & 0.1063481 & 0.1063456\\
$\langle p_1^4+p_2^4\rangle$ direct & 108.31503 & 108.18283 & 108.17732\\
$\langle p_1^4+p_2^4\rangle$ reg. & 108.19086 & 108.17515 & 108.17596\\
$-E_{oo}$ & 0.13892975 & 0.13907604 & 0.13909421\\
$-E_2$ direct & 1.960258 & 1.952474 & 1.951865\\
$-E_2$ reg. & 1.951600 & 1.951506 & 1.951729
\end{tabular}
\end{center}
The grid reproduces $E_{oo}$ in all digits shown and $E$ to one unit in the last digit. At $N=160$, $\langle T\rangle=2.90372521$, $\langle V\rangle=-5.80744957$, and the virial ratio is $1.99999971$ against the exact 2.

The regularized values at $N=160$ are assembled from expectation values of $n=r_1^{-1}+r_2^{-1}$ and $e=r^{-1}$, with $V=-2n+e$: $\langle n\rangle=3.37663409$, $\langle e\rangle=0.94581860$, $\langle n^2\rangle=17.4521326$, $\langle ne\rangle=3.8418886$, $\langle e^2\rangle=1.4647699$, $\langle Gn\rangle=19.7645923$, $\langle Ge\rangle=5.6088439$, $L_{12}=7.133810$. Adding \eqref{reg1} for both electrons gives $8\pi\langle\delta(\mathbf r_1)\rangle=4\langle(E-V)n\rangle-2\langle Gn\rangle$:
\begin{align}
\langle(E-V)n\rangle&=E\langle n\rangle+2\langle n^2\rangle-\langle ne\rangle\nonumber\\
&=-9.8048147+34.9042652-3.8418886=21.2575619,\\
\langle\delta(\mathbf r_1)\rangle&=\frac{85.0302476-39.5291846}{8\pi}=1.8104298,\\
\langle(E-V)e\rangle&=E\langle e\rangle+2\langle ne\rangle-\langle e^2\rangle\nonumber\\
&=-2.7463965+7.6837772-1.4647699=3.4726108,\\
\langle\delta(\mathbf r)\rangle&=\frac{13.8904432-11.2176878}{8\pi}=0.1063456 .
\end{align}
For the mass-velocity term, $\langle V^2\rangle=4\langle n^2\rangle-4\langle ne\rangle+\langle e^2\rangle=55.905746$, and
\begin{align}
\langle(E-V)^2\rangle&=8.431615-33.726466+55.905746=30.610896,\\
\langle p_1^4+p_2^4\rangle&=122.44358-14.26762=108.17596 .
\end{align}
The direct value exceeds this by $0.00136$. In \eqref{p4diff} the quadratic term is $4\|R\|^2=8.5\times10^{-6}$, so the difference is the linear term, well inside its Cauchy--Schwarz bound $8\sqrt{30.61\times2.12\times10^{-6}}=0.064$.

The terms of $E_2$ in hartree are
\begin{align}
\text{mass-velocity:}\quad&-108.17596/8=-13.521995,\nonumber\\
\text{one-electron Darwin:}\quad&2\pi\times1.8104298=11.375266,\nonumber\\
\text{two-electron Darwin:}\quad&-0.334094,\nonumber\\
\text{spin--spin contact:}\quad&+0.668189,\nonumber\\
\text{orbit--orbit:}\quad&-0.139094,\nonumber
\end{align}
and the unrounded sum is $E_2=-1.951729$. With $\alpha^2=5.32513544\times10^{-5}$ and $1$ hartree $=219474.6314$ cm$^{-1}$,
\begin{equation}
\Delta E=-1.039322\times10^{-4}\ \text{hartree}=-22.8105\ \text{cm}^{-1},
\end{equation}
and $E+\Delta E=-2.9038283$ hartree, the next digit lying within the basis error of $E$ found below.

Basis B at $N=160$ gives $E=-2.9037243757$, $\langle\delta(\mathbf r_1)\rangle=1.8104291$, $\langle\delta(\mathbf r)\rangle=0.1063454$, $\langle p_1^4+p_2^4\rangle=108.17621$, $E_{oo}=-0.13909505$ and $E_2=-1.951766$. Its energy is lower by $1.7\times10^{-8}$, so it is variationally the better function. Measured from these values, the direct and regularized $\langle\delta(\mathbf r_1)\rangle$ of basis A at $N=160$ are off by $1.0\times10^{-5}$ and $7\times10^{-7}$, and those of $\langle\delta(\mathbf r)\rangle$ by $7.8\times10^{-6}$ and $2\times10^{-7}$. The two totals differ by $3.7\times10^{-5}$, of which $0.00025/8=3.1\times10^{-5}$ comes from the mass-velocity term, $0.4\times10^{-5}$ from $\delta(\mathbf r_1)$, and about $0.1\times10^{-5}$ from each of the others. The largest contribution to the difference thus comes from \eqref{p4reg}. The difference is an estimate of the basis error and no bound. The values also depend on the overlap cutoff: for basis A at $N=160$, a cutoff of $10^{-11}$ (89 vectors kept) gives $E_2=-1.951808$, a shift of $8\times10^{-5}$, and a cutoff of $2\times10^{-13}$ (110 kept) gives $-1.951764$, while the union of bases A and B at $10^{-12}$ (127 kept) gives $-1.951760$. The digits beyond the fourth decimal of $E_2$ therefore belong to the stated basis and cutoff: $E_2$ is $-1.9517$ or $-1.9518$, the better converged functions favouring $-1.95176$, and $\Delta E=-22.811$ cm$^{-1}$ with an uncertainty of about $10^{-3}$ cm$^{-1}$.

The regularized total does not converge monotonically, and at $N=40$ it lies closer to the final value than at $N=80$. This is a cancellation. Relative to $N=160$, the $N=40$ mass-velocity term is off by $-0.01490/8=-0.00186$ and the nuclear Darwin term by $2\pi\times0.0002843=+0.00179$. No variational principle governs $E_2$, and convergence has to be judged term by term.

The same cancellation ruins the estimate from a single screened exponent. For $\zeta=27/16$, where $E=-2.847656$, the values are $\langle p_1^4+p_2^4\rangle=81.091461$, $\langle\delta(\mathbf r_1)\rangle=1.529613$ and $\langle\delta(\mathbf r)\rangle=0.191202$, so \eqref{zeta} reads $-10.13643+9.61084+0.60068=+0.0751$, with the wrong sign. Both large terms are dominated by the region near the nucleus, where the exact function has slope $-Z$ and the screened one $-\zeta$, and the missing Coulomb hole makes $\langle\delta(\mathbf r)\rangle$ too large by a factor $1.8$. Of the total error $2.027$, the two one-electron terms ($-0.526$ against $-2.147$) account for $1.621$, the contact term for $0.267$ and the missing orbit--orbit term for $0.139$. The wrong sign is a fault of this one-exponent function and not of product functions in general: the Hartree--Fock orbital, which has the correct slope at the nucleus, gives $E_2\approx-1.3$. An energy good to two per cent does not guarantee even the sign of $E_2$.

The ionization energy is $E(\mathrm{He}^+)-E(\mathrm{He})$, and the ion has the coefficient $-Z^4/8=-2$. Its shift is
\begin{equation}
\alpha^2(-2+1.951729)=-0.048271\,\alpha^2=-2.5705\times10^{-6}\ \text{hartree}=-0.5642\ \text{cm}^{-1},
\end{equation}
where the coefficient ranges from $-0.04819$ to $-0.04827$ over the bases and cutoffs above, so that the shift is $-0.564\pm0.001$ cm$^{-1}$. Two independent electrons would have $E_2=e_0Z^4=-4$ and a shift of $+2\alpha^2$; at $Z=2$ screening and the net two-electron contact term remove it entirely and reverse its sign, although the orbit--orbit term, which lowers $E_2$, acts the other way and adds $0.139\,\alpha^2$ to the shift.

\subsection{Range of validity}

The expansion requires $Z\alpha\ll1$. $H_2$ cannot be diagonalized or carried naively to second order: $-p^4/8$ is unbounded below, and the second-order sums over $p^4$ and delta functions diverge, as does $\langle p^6\rangle$ for a function with a cusp. The $\alpha^4$ energy needs these divergences to be cancelled between terms. Radiative corrections enter at order $\alpha^3\ln\alpha$ and the finite nuclear mass changes $E_2$ in relative order $m/M$; both are excluded here, so the numbers above cannot be set directly against a measured ionization energy. Equation \eqref{E2} holds in first order for any singlet, since the spin argument does not use $L=0$. It also holds for a triplet S state, where $\langle\delta(\mathbf r)\rangle=0$ and the spatial parts of $H_{\rm so}$ and $H_{\rm dip}$, tensors of rank 1 and 2, average to zero. In a triplet with $L>0$ these two terms must be added and produce the fine structure. The basis and matrix elements given here are those of a singlet S state. The forms \eqref{reg1}, \eqref{reg2} and \eqref{p4reg} assume that $\psi$ approximates an eigenfunction of $H_0$ with the same $V$ and $E$ that appear in them; with a finite nuclear mass the mass-polarization term must be carried along, and for a function far from an eigenstate the dropped residual terms are not small.

\section*{Computed values}
\begin{verbatim}
All values in Hartree atomic units unless marked; Z = 2; overlap cutoff 1e-12
alpha = 7.2973525643e-03, alpha^2 = 5.32513544e-05, 1 hartree = 219474.6314 cm^-1
singlet <s1.s2> = -0.7500
basis A: primes (2, 3, 5), a,b,c intervals (bohr^-1) ((1.4, 4.1), (1.3, 3.5), (-0.25, 1.1))
   every third function: ((1.5, 8), (1.5, 8), (0, 3.5))
basis B: primes (7, 11, 13), a,b,c intervals (bohr^-1) ((1.2, 3.8), (1.2, 3.0), (-0.15, 1.3))
   every third function: ((2, 7), (1, 6), (0.1, 3))
He+ 1s alpha^2 coefficient (Dirac series) = -2.00000000 hartree
zeta=27/16: E = -2.847656, <p1^4+p2^4> = 81.091461
   d(r1) = 1.529613, d(r12) = 0.191202, E2 = 0.075085
N = 40 (kept 40): E = -2.9037053723, grid E = -2.9037053723 hartree
   variance ||R||^2 = 7.772e-04 hartree^2
   <d(r1)>  direct 1.8118624  regularized 1.8107141 bohr^-3
   <d(r12)> direct 0.1062466  regularized 0.1063584 bohr^-3
   <p1^4+p2^4> direct 108.31503  regularized 108.19086 bohr^-4
   E_oo matrix -0.13892975  grid -0.13892975
   E2 direct -1.960258  regularized -1.951600 hartree
N = 80 (kept 70): E = -2.9037232123, grid E = -2.9037232124 hartree
   variance ||R||^2 = 7.022e-05 hartree^2
   <d(r1)>  direct 1.8104811  regularized 1.8104449 bohr^-3
   <d(r12)> direct 0.1062732  regularized 0.1063481 bohr^-3
   <p1^4+p2^4> direct 108.18283  regularized 108.17515 bohr^-4
   E_oo matrix -0.13907604  grid -0.13907604
   E2 direct -1.952474  regularized -1.951506 hartree
N = 160 (kept 101): E = -2.9037243583, grid E = -2.9037243583 hartree
   variance ||R||^2 = 2.124e-06 hartree^2
   <d(r1)>  direct 1.8104393  regularized 1.8104298 bohr^-3
   <d(r12)> direct 0.1063376  regularized 0.1063456 bohr^-3
   <p1^4+p2^4> direct 108.17732  regularized 108.17596 bohr^-4
   E_oo matrix -0.13909421  grid -0.13909421
   E2 direct -1.951865  regularized -1.951729 hartree
basis B, N = 160: E = -2.9037243757, d1 = 1.8104291, d12 = 0.1063454
   p4 = 108.17621, E_oo = -0.13909505, E2 = -1.951766
basis A, N = 160, ingredients (n = 1/r1+1/r2, e = 1/r12, G = sum|grad psi|^2):
   -V/T = 1.99999971, <T> = 2.90372521, <V> = -5.80744957
   <n> = 3.37663409, <e> = 0.94581860, <n^2> = 17.4521326
   <n e> = 3.8418886, <e^2> = 1.4647699, <V^2> = 55.9057460
   <G n> = 19.7645923, <G e> = 5.6088439, <lap1 psi lap2 psi> = 7.133810
terms of E2 (hartree, to be multiplied by alpha^2):
   mass-velocity        -13.521995
   one-electron Darwin  11.375266
   two-electron Darwin  -0.334094
   spin-spin contact    0.668189
   orbit-orbit          -0.139094
   E2 total             -1.951729   |A-B| = 3.7e-05
Delta E = -1.039322e-04 hartree = -22.8105 cm^-1
E + Delta E = -2.90382829 hartree
ionization shift = -0.048271 alpha^2 = -2.5705e-06 hartree = -0.5642 cm^-1
\end{verbatim}
